# Donor occupation, its spin factor of two, and carrier freeze-out, part 2

How many electrons do the donors of a semiconductor release into the conduction band at temperature \(T\)? The chemical potential \(\mu\) is fixed by charge neutrality, and finding it gives the carrier density. The donors are dilute and independent, each with one bound orbital and no magnetic field.

Energies are measured from the conduction-band edge; \(k\) is Boltzmann's constant and \(\hbar\) the reduced Planck constant. One electron on a donor has energy \(E_d=-B\), with binding energy \(B>0\). Two have energy \(2E_d+U\), with repulsion energy \(U>0\), so the second is added at \(E_d+U\). With

\[
x=e^{(\mu-E_d)/kT},\qquad y=e^{-U/kT},
\]

the empty (ionized, charge \(+1\)), neutral (both spins together) and doubly occupied (charge \(-1\)) donor have weights \(1\), \(2x\) and \(x^2y\). The mean number of electrons on a donor is

\[
\langle n\rangle
=\frac{2x+2x^2y}{1+2x+x^2y}.
\]

When \(\mu\) lies several \(kT\) below \(E_d+U\), pairs can be dropped. This gives the boxed occupation formula of the first half,

\[
\boxed{\;\langle n\rangle=\frac{1}{1+\tfrac12\,e^{(E_d-\mu)/kT}}\;}
\]

and the ionized fraction

\[
P_0=\frac{1}{1+2x}.
\]

The error of the boxed formula is below \(xy=e^{-(E_d+U-\mu)/kT}\). Half filling lies at \(\mu=E_d-kT\ln2\). A spinless level would hold \(x/(1+x)\) electrons, and a donor with \(U=0\) twice that.

If further bound orbitals lie at heights \(\Delta_j\) above the lowest (\(\Delta=0\), included in the sum), and states with two or more electrons are negligible, the factor 2 is replaced by

\[
g=2\sum_j e^{-\Delta_j/kT}.
\]

The numerical example uses \(B=50\) meV and \(U=47\) meV; at \(T=100\) K, \(kT=8.6173\) meV.

### Electrons in the band

Let the band be parabolic and isotropic, \(E=\hbar^2q^2/2m\), with effective mass \(m\) and wave number \(q\). Band electrons are spread over the whole crystal and are treated as independent, so each band state is filled by the Fermi function. If \(\mu\) lies several \(kT\) below the band edge, the Fermi function is close to \(e^{(\mu-E)/kT}\). With two spins, the density of band electrons is

\[
n=2\int\frac{d^3q}{(2\pi)^3}\,e^{(\mu-\hbar^2q^2/2m)/kT}.
\]

The integral is a product of three Gaussian integrals, each equal to \((2\pi mkT/\hbar^2)^{1/2}\). Dividing their product by \((2\pi)^3\) gives

\[
n=N_c\,e^{\mu/kT},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\]

The error of this step is easily bounded. With \(u=(E-\mu)/kT\), the Fermi function is \(e^{-u}/(1+e^{-u})\). It falls short of \(e^{-u}\) by the relative amount \(e^{-u}/(1+e^{-u})\), which is less than \(e^{-u}\). Since \(E\ge0\), this is at most \(e^{\mu/kT}\). At given \(\mu\), the relative error of \(n\) is therefore smaller than \(n/N_c\), with \(n\) taken from the formula.

### Charge neutrality

Let there be \(N_d\) donors per volume and no acceptors, and let the gap be wide enough that holes in the valence band can be neglected. The negative charge of the band electrons must balance the positive charge of the ionized donors:

\[
n=N_d^+=\frac{N_d}{1+2x}.
\]

To remove \(\mu\), write \(x\) in terms of \(n\):

\[
x=e^{(\mu+B)/kT}=e^{\mu/kT}e^{B/kT}=\frac{n}{N_c}e^{B/kT}.
\]

Thus \(2x=n/K\), with

\[
K=\frac{N_c}{2}\,e^{-B/kT}.
\]

Neutrality becomes \(n(1+n/K)=N_d\), or

\[
\frac{n^2}{N_d-n}=K .
\]

This is the mass-action law for the reaction in which a neutral donor becomes an ionized donor and a band electron. The 2 in the denominator of \(K\) is the donor's spin factor. It cancels the 2 inside \(N_c\), which counts the spins of the free electron: an electron has two spin states before and after it leaves the donor, so its spin favours neither side.

The quadratic equation \(n^2+Kn-KN_d=0\) has one positive root,

\[
n=\frac K2\left(s-1\right),\qquad s=\sqrt{1+\frac{4N_d}{K}} .
\]

For small \(N_d/K\) this form subtracts two nearly equal numbers. Multiplying and dividing by \(s+1\), and using \(s^2-1=4N_d/K\), gives the better form

\[
n=\frac K2\,\frac{s^2-1}{s+1}
=\frac{2N_d}{1+\sqrt{1+4N_d/K}} .
\]

### The two regimes

When \(K\gg N_d\), the square root is close to \(1+2N_d/K\), and

\[
n\approx\frac{N_d}{1+N_d/K}\approx N_d\left(1-\frac{N_d}{K}\right).
\]

Nearly all donors are ionized. The criterion compares \(K\) with \(N_d\), not \(kT\) with \(B\). Donors can empty while \(kT\) is still smaller than \(B\), because the band offers many more states than there are donors.

When \(K\ll N_d\), most electrons are bound and \(N_d-n\approx N_d\). Then

\[
n\approx\sqrt{KN_d}
=\sqrt{\frac{N_cN_d}{2}}\;e^{-B/2kT}.
\]

This is freeze-out. The exponent contains half the binding energy because each ionization makes both a band electron and an empty donor, and it is the product of their densities that is proportional to \(e^{-B/kT}\). This half belongs to the case without acceptors, in which the two densities are equal.

Equating the last result to \(N_ce^{\mu/kT}\) and squaring gives

\[
e^{2\mu/kT}=\frac{N_d}{2N_c}\,e^{-B/kT}
\quad\Longrightarrow\quad
\mu=-\frac B2+\frac{kT}{2}\ln\frac{N_d}{2N_c}.
\]

For a spinless donor level with the same binding energy and the same conduction band, \(K\) would be replaced by \(2K\), since the donor's factor two would be missing. In the frozen regime the carrier density would then be larger by \(\sqrt2\). In the ionized regime the difference fades, because \(n\) approaches \(N_d\) in both cases.

With thermally populated excited orbitals, the 2 in \(K\) is replaced by the \(g\) of the first half. A larger \(g\) binds more electrons.

### Worked example

The model semiconductor has \(B=50\) meV, \(m\) equal to the free-electron mass, and \(N_d=10^{16}\ \mathrm{cm^{-3}}\). At 100 K, \(N_c=4.829\times10^{18}\ \mathrm{cm^{-3}}\), and

\[
K=\frac{4.829\times10^{18}}{2}\,e^{-50/8.6173}
=7.29\times10^{15}\ \mathrm{cm^{-3}} .
\]

So \(4N_d/K=5.484\), and

\[
n=\frac{2\times10^{16}}{1+\sqrt{6.484}}
=5.64\times10^{15}\ \mathrm{cm^{-3}} .
\]

A little over half of the donors are ionized. The chemical potential follows from \(n=N_ce^{\mu/kT}\):

\[
\mu=8.6173\,\ln\frac{5.640\times10^{15}}{4.829\times10^{18}}
=-58.2\ \mathrm{meV}.
\]

As a check, \(x=e^{(-58.19+50)/8.6173}=0.387\), and \(1/(1+2x)=0.564\), the same ionized fraction.

The table gives the results at five temperatures with pairs excluded. Its last column is the factor by which \(n\) changes when pairs are allowed with \(U=47\) meV.

| \(T\) (K) | \(n\) (cm⁻³) | \(n/N_d\) | \(\mu\) (meV) | factor |
|---|---|---|---|---|
| 10 | \(6.95\times10^{3}\) | \(6.95\times10^{-13}\) | −26.5 | 0.696 |
| 30 | \(3.98\times10^{12}\) | \(3.98\times10^{-4}\) | −31.6 | 0.990 |
| 50 | \(2.75\times10^{14}\) | 0.0275 | −37.6 | 0.997 |
| 100 | \(5.64\times10^{15}\) | 0.564 | −58.2 | 0.999 |
| 300 | \(9.95\times10^{15}\) | 0.995 | −202.5 | 1.000 |

At 300 K, \(kT=25.9\) meV is about half of \(B\), yet 99.5 % of the donors are ionized. The reason is the size of \(K=1.81\times10^{18}\ \mathrm{cm^{-3}}\), about 180 times \(N_d\).

The warmer rows describe the model, with one orbital per donor and no interaction between charges, and not a real donor. Adding three orbitals 11.7 meV and two orbitals 13 meV above the lowest, the pattern of phosphorus in silicon, while keeping the same band, gives \(g=4.4\) and \(n/N_d=0.43\) at 100 K, and \(g=8.2\) and \(n/N_d=0.978\) at 300 K. Screening works the other way: a Debye estimate with dielectric constant 11.7 lowers the binding energy by about 4 meV at 100 K, about half of \(kT\), and raises \(n/N_d\) from 0.56 to about 0.65.

The largest \(n/N_c\) among these rows is \(1.2\times10^{-3}\), at 100 K, so the nondegenerate approximation is good throughout. The densities with pairs excluded were tested against a numerical solution of neutrality with the full Fermi function in the band. They agree to within one part in a thousand.

At 30 K the frozen formula gives

\[
\mu=-25+\frac{2.585}{2}\ln\frac{10^{16}}{2(7.935\times10^{17})}
=-31.55\ \mathrm{meV},
\]

as in the table. The numerical ratio of the carrier densities for a spinless site and for the spin doublet is 1.4141 at this temperature, against \(\sqrt2=1.4142\). The small difference arises because \(N_d-n\) is not quite \(N_d\).

### Why the coldest row needs care

At 10 K, allowing pairs lowers the carrier density by 30 %. The boxed occupation formula is nevertheless excellent there: at the chemical potential of the full solution, its error is about \(5\times10^{-13}\) electrons per donor. The two statements are compatible because the ionized fraction is itself of order \(10^{-12}\). What fails is the neutrality condition \(n=N_d^+\), which leaves out the negatively charged donors.

With the density of doubly occupied donors \(N_d^-\) included, neutrality reads

\[
n+N_d^-=N_d^+ .
\]

Let \(N_d^0\) be the density of neutral donors. The ratios of the statistical weights give

\[
\frac{N_d^+}{N_d^0}=\frac{1}{2x},\qquad
\frac{N_d^-}{N_d^0}=\frac{x^2y}{2x}=\frac{xy}{2}.
\]

In the frozen regime \(N_d^0\approx N_d\). Inserting \(x=(n/N_c)e^{B/kT}\) in the second ratio gives the number of negative donors per band electron,

\[
r=\frac{N_d^-}{n}=\frac{N_d}{2N_c}\,e^{(B-U)/kT}.
\]

The first ratio, with \(2x=n/K\), gives \(N_d^+=N_dK/n\). Neutrality then becomes

\[
n(1+r)=\frac{N_dK}{n}
\quad\Longrightarrow\quad
n=\frac{\sqrt{KN_d}}{\sqrt{1+r}} .
\]

At 10 K, \(kT=0.86173\) meV and \(N_c=1.527\times10^{17}\ \mathrm{cm^{-3}}\), so

\[
r=\frac{10^{16}}{2(1.527\times10^{17})}\,e^{3/0.86173}=1.064,
\qquad \frac{1}{\sqrt{1+r}}=0.696 .
\]

This reproduces the factor found from the full neutrality condition. There is about one negative donor for each band electron. An electron that leaves one donor can either enter the band or settle on another neutral donor. For donors so far apart that their charges do not interact, as the model assumes, the second choice costs \(U=47\) meV, and the first costs \(B=50\) meV. At high temperature the many band states outweigh this difference of 3 meV. At 10 K they no longer do.

On further cooling with \(U<B\), \(r\) grows without limit, and positive and negative donors nearly balance each other. Setting \(N_d^+=N_d^-\) gives \(1=x^2y\), hence

\[
\mu\to E_d+\frac U2,\qquad
n\to N_c\,e^{-(B-U/2)/kT}.
\]

The energy in the exponent becomes \(B-U/2=26.5\) meV in place of \(B/2=25\) meV. The distance from \(\mu\) to the level of the second electron is \(E_d+U-\mu=U/2\), which is much larger than \(kT\). The condition for the occupation formula therefore remains satisfied, although the simple freeze-out law has failed.

### Conditions for use

The occupation formula with the factor two requires:

- independent donors, with no magnetic field splitting the two spin states;
- a single spin doublet populated among the one-electron states; otherwise \(g\) replaces 2;
- \(\mu\) several \(kT\) below \(E_d+U\); if further orbitals are populated, all states with two or more electrons together must have negligible weight.

The freeze-out formula for \(n\) requires in addition a nondegenerate parabolic band, no acceptors, an intrinsic carrier density far below \(n\) so that holes are negligible, and negative donors that are few compared with the band electrons, not merely few compared with all donors. In the frozen regime the last requirement is \(r\ll1\).

In a real crystal, "no acceptors" means far fewer acceptors than band electrons. At 10 K the example has only about \(7\times10^3\) band electrons per cm³, so the residual acceptors of any real crystal would change that row completely. If the acceptor density \(N_A\) is much larger than \(n\) but smaller than \(N_d\), and negative donors are negligible, neutrality gives \(N_d^+\approx N_A\). The mass-action law then gives \(n\approx K(N_d-N_A)/N_A\), whose exponent contains the full binding energy \(B\).
 The numerical output that follows lists the computed values.

## Table of computed values

```
binding energy B = 50.0 meV, repulsion U = 47.0 meV
donor density N_d = 1.00e+16 cm^-3, mass = 1.0 m_e
single donor at T = 100 K, kT = 8.6173 meV, mu = E_d:
  mean electrons, infinite U : 0.66667
  mean electrons, U as given : 0.66857
  mean electrons, U = 0      : 1.00000
  mean electrons, spinless   : 0.50000
  error bound exp(-(E_d+U-mu)/kT) : 0.00428
  probability of two electrons    : 0.00142
  kT ln 2 = 5.9731 meV, half filling at mu = -55.9731 meV
  excited orbital at 10.0 meV: g = 2.6267, mean electrons = 0.72427
freeze-out, double occupancy excluded:
  T/K  kT/meV  N_c/cm^-3  K/cm^-3    n/cm^-3    n/N_d      mu/meV
   10   0.862  1.527e+17  4.830e-09  6.950e+03  6.950e-13   -26.473
   30   2.585  7.935e+17  1.581e+09  3.975e+12  3.975e-04   -31.550
   50   4.309  1.707e+18  7.790e+12  2.752e+14  2.752e-02   -37.627
  100   8.617  4.829e+18  7.294e+15  5.640e+15  5.640e-01   -58.190
  300  25.852  2.509e+19  1.814e+18  9.945e+15  9.945e-01  -202.506
with negative donors allowed (U as given):
  T/K  N_d^-/n    n/n(excluded)  error of mean occupation
   10  1.064e+00  0.69603        5.15e-13
   30  2.010e-02  0.99009        7.91e-06
   50  5.712e-03  0.99704        1.61e-04
  100  6.393e-04  0.99930        5.63e-04
  300  1.221e-06  1.00000        2.42e-06
10 K formulas: r = 1.0642, 1/sqrt(1+r) = 0.69603
30 K frozen formulas: mu = -31.550 meV, n = 3.976e+12 cm^-3
30 K ratio n(spinless site)/n(spin doublet) = 1.4141
```
